# Transition-path probability and committor histograms

**Setting.** A molecular system has configuration \(x\), potential energy \(U(x)\) and inverse temperature \(\beta=1/k_BT\). Its motion is overdamped with a constant, isotropic diffusion coefficient \(D\):
\[
dx=-\beta D\,\nabla U\,dt+\sqrt{2D}\,dW ,
\]
where \(W\) is standard Brownian motion. The trajectory is infinitely long and in equilibrium, with density \(\rho(x)\propto e^{-\beta U(x)}\). A (reactant) and B (product) are disjoint regions. The committor \(q(x)\) is the probability that a trajectory now at \(x\) reaches B before A. A transition path is a segment that leaves one region and next enters the other, in either direction. Energies are in \(k_BT\) and lengths in a model unit \(\ell\).

## Part (a)

**Question.** For \(x\) outside A and B, show that the probability of being on a transition path, given \(x\), is \(p(\mathrm{TP}|x)=2q(1-q)\). Say where each property of the dynamics enters.

**Answer.** Let \(b(x)\) be the probability that the region visited last was A. The dynamics is Markovian in \(x\), so past and future are independent once \(x\) is given. The passage is A→B with probability \(bq\) and B→A with probability \((1-b)(1-q)\), hence
\[
p(\mathrm{TP}|x)=b\,q+(1-b)(1-q). \tag{1}
\]

To find \(b\), use detailed balance, \(\rho(x)P(x\to y)=\rho(y)P(y\to x)\), where \(P\) is the transition density over a short time. Applying it link by link to a path \(x_0,\dots,x_N\) that ends at \(x_N=x\) gives
\[
\rho(x_0)P(x_0\to x_1)\cdots P(x_{N-1}\to x_N)
=\rho(x_N)P(x_N\to x_{N-1})\cdots P(x_1\to x_0).
\]
Divide by \(\rho(x_N)=\rho(x)\). The left side becomes the probability density of a past, given \(x\); the right side is that of the same points visited in reverse order as a future. The past read backwards therefore has the statistics of the future. "A was visited last" is as likely as "A is reached first", so \(b=1-q\), and (1) gives
\[
p(\mathrm{TP}|x)=(1-q)q+q(1-q)=2q(1-q)=\tfrac12-2\left(q-\tfrac12\right)^2 .
\]

The maximum is \(1/2\), at \(q=1/2\). The other passages return to their origin: A→A has probability \((1-q)^2\) and B→B has \(q^2\). Even at the best transition state, half of the passages are unsuccessful excursions.

## Part (b)

**Question.** Find \(q\) for one-dimensional motion with A at \(x\le-1\) and B at \(x\ge1\). For \(\beta U=3(x^2-1)^2\), how quickly does \(p(\mathrm{TP}|x)\) fall away from the barrier top?

**Answer.** The chance of reaching B first is unchanged on average by a short step, so \(q(x)=\langle q(x+dx)\rangle\). The step has mean \(-\beta DU'dt\) and variance \(2D\,dt\). Expanding to first order in \(dt\),
\[
0=-\beta DU'q'+Dq''
\quad\Rightarrow\quad
\left(e^{-\beta U}q'\right)'=0 .
\]
Thus \(q'\propto e^{\beta U}\), and with \(q(-1)=0\), \(q(1)=1\),
\[
q(x)=\frac{\int_{-1}^{x}e^{\beta U(y)}dy}{\int_{-1}^{1}e^{\beta U(y)}dy}.
\]

Quadrature gives \(q(0.2)=0.7348\), so \(p=2(0.7348)(0.2652)=0.3897\). At \(x=0.4\), \(q=0.8866\) and \(p=0.2011\). The energy there is \(3(0.84)^2=2.12\), only 0.88 below the top, yet the probability has fallen from 0.5000 to two fifths of that value. Energy close to the barrier top does not by itself identify a transition state.

These values were tested without time reversal: \(b\) was computed from the steady probability flow out of A on a fine lattice and inserted in (1). The results agree to the four digits printed. Direct counting along trajectories on a coarser lattice gave 0.517 at \(x=0\), against 0.500, and 0.406 at \(x=0.2\), against 0.390. Both counts are high, but the same paths visit both sites, so they are not independent evidence. The standard error of a count of this size is about 0.01, so each lies about two standard errors above the law; this is a coarse test, good only to a few hundredths.

## Part (c)

**Question.** What replaces the law if (i) the particle has inertia, or (ii) a steady circulating current is driven through the system?

**Answer.** (i) The Markov state is now \((x,v)\). Let A and B be defined by position alone, and let the equilibrium motion be reversible in the following sense: a path and its reverse, with all velocities changed in sign, are equally likely. Ordinary inertial Langevin motion has this property; motion in a fixed magnetic field in general does not. The equilibrium velocity distribution is then even, and the argument of part (a) gives \(b(x,v)=1-q(x,-v)\). Write \(q_+=q(x,v)\) and \(q_-=q(x,-v)\). Equation (1) becomes
\[
p(\mathrm{TP}|x,v)=(1-q_-)q_++q_-(1-q_+)=q_++q_--2q_+q_- .
\]
Average over \(v\) at fixed \(x\). Both \(q_+\) and \(q_-\) have mean \(\bar q\), and \(\langle q_+q_-\rangle=\bar q^2+\mathrm{Cov}(q_+,q_-)\). Therefore
\[
p(\mathrm{TP}|x)=2\bar q(1-\bar q)-2\,\mathrm{Cov}(q_+,q_-).
\]

For two equally likely velocities, right and left, \(\langle q_+q_-\rangle=q_Rq_L=\bar q^2-(q_R-q_L)^2/4\). The extra term is then \(+(q_R-q_L)^2/2\). In the ballistic limit without forces, \(q_R=1\), \(q_L=0\), and \(p=1\): every passage succeeds. With a barrier, even a frictionless particle can be turned back if it is too slow.

A persistent walk on 21 sites, with A and B at its ends, shows an intermediate case and a diffusive one. When velocity flips are 0.02 times as frequent as hops, the middle site has \(q_R=0.857\), \(q_L=0.143\), and \(p=0.5+(0.714)^2/2=0.755\). With a ratio of 5, \(q_R-q_L=0.010\) and \(p=0.5000\), the diffusive value.

(ii) Equation (1) survives because it needs only the Markov property, but \(b=1-q\) is no longer guaranteed. Take a 12-state network: a ring with weak links between all other pairs of states, and a current driven around the ring. One state on the way from A to B has \(q=0.809\). The equilibrium law would give 0.309; the actual value is 0.718. Solving (1) for the past,
\[
b=\frac{p-(1-q)}{2q-1}=\frac{0.718-0.191}{0.618}=0.85,
\]
far from \(1-q=0.19\). The current brings the system from A and carries it on to B. Without the current, law and direct calculation both give 0.490 at this state.

## Part (d)

**Question.** From each of many configurations on a trial dividing surface, \(n\ge2\) independent trajectories are started, and \(k\) of them reach B first. Find the mean \(\mu\) and variance \(\sigma_q^2\) of the true committor from the statistics of \(\hat q=k/n\). Also estimate the surface average of \(2q(1-q)\).

**Answer.** At fixed \(q\), \(k\) is binomial. If \(\rho_s(q)\) is the density of \(q\) on the surface, the histogram is
\[
P(k)=\int_0^1\binom nk q^k(1-q)^{n-k}\rho_s(q)\,dq. \tag{2}
\]
Count the subsets of \(m\) shots that all reach B. There are \(\binom km\) of them in the data, while each of the \(\binom nm\) possible subsets succeeds with probability \(q^m\). Hence
\[
\frac{\langle\binom km\rangle}{\binom nm}=\langle q^m\rangle,\qquad m\le n. \tag{3}
\]
For \(m=1\), \(\langle k\rangle=n\mu\). For \(m=2\), \(\langle k(k-1)\rangle=n(n-1)(\sigma_q^2+\mu^2)\). Since \(k^2=k(k-1)+k\),
\[
\mathrm{Var}\,\hat q=\frac{n(n-1)(\sigma_q^2+\mu^2)+n\mu}{n^2}-\mu^2
=\left(1-\frac1n\right)\sigma_q^2+\frac{\mu(1-\mu)}n .
\]
Multiplying by \(n\) and solving,
\[
\sigma_q^2=\frac{n\,\mathrm{Var}\,\hat q-\mu(1-\mu)}{n-1}. \tag{4}
\]
As \(n\to\infty\) the correction vanishes. For \(n=1\), \(k^2=k\), and the data give only \(\mu\). This sets the bound \(\sigma_q^2\le\mu(1-\mu)\) but, for \(0<\mu<1\), does not determine the spread.

For the path probability, use (3) again:
\[
2\langle q(1-q)\rangle
=2\left[\frac{\langle k\rangle}{n}-\frac{\langle k(k-1)\rangle}{n(n-1)}\right]
=\frac{2\langle k(n-k)\rangle}{n(n-1)} .
\]
Inserting \(\hat q\) directly gives \(2\langle k(n-k)\rangle/n^2\), too small by the factor \(1-1/n\).

## Part (e)

**Question.** Does the histogram determine the whole density \(\rho_s(q)\)?

**Answer.** Not in general. The kernel in (2) is a polynomial of degree \(n\) in \(q\), so \(P(k)\) depends on \(\rho_s\) through its first \(n\) moments alone. Let \(L_{n+1}\) be the Legendre polynomial of degree \(n+1\). As a function of \(q\), \(L_{n+1}(2q-1)\) is orthogonal on \([0,1]\) to all polynomials of degree at most \(n\). The densities
\[
\rho_s=1\qquad\text{and}\qquad \rho_s=1+\varepsilon L_{n+1}(2q-1),\quad |\varepsilon|\le1,
\]
are both normalized and non-negative, because \(|L_{n+1}|\le1\), and they give the same histogram.

One more shot separates them in principle, but only weakly when \(n\) is already large. For \(\varepsilon=0.9\) and densities indistinguishable with 10 shots, 11 shots change \(P(k)\) by at most \(2.56\times10^{-5}\). The uniform density gives \(P(k)=1/12\) there, with sampling error \(\sqrt{P(1-P)/K}\) for \(K\) configurations. Matching this error to the largest change in one bin needs \(K\approx10^8\); pooling all twelve bins lowers this only to about \(4\times10^7\). Deconvolution can thus deliver low moments; in general, a full curve requires an assumption about its shape. An exception is \(\sigma_q^2=0\), known exactly, which puts every configuration at \(q=\mu\).

## Part (f)

**Question.** Near a saddle, \(\beta U=\tfrac12(-\kappa x^2+\omega y^2)\), with \(\kappa=1\,\ell^{-2}\), \(\omega=2\,\ell^{-2}\), and A and B far away at negative and positive \(x\). The trial coordinate is \(r=x\cos\theta+y\sin\theta\) with \(\theta=30^\circ\). From 2000 Boltzmann-distributed configurations on \(r=0\), with 10 Brownian shots each, the numbers of configurations with \(k=0,\dots,10\) are

30, 88, 159, 253, 312, 328, 294, 239, 184, 88, 25.

They give \(\mu=0.5002\) and \(\mathrm{Var}\,\hat q=0.04926\). Remove the shot noise and compare with theory. Do the same for \(\theta=0\), where \(\mu=0.5020\) and \(\mathrm{Var}\,\hat q=0.02448\).

**Answer.** *Theory.* The committor depends on \(x\) alone and obeys \(q''+\kappa xq'=0\), so \(q'\propto e^{-\kappa x^2/2}\). With \(q(-\infty)=0\) and \(q(\infty)=1\), \(q=\Phi(\sqrt\kappa\,x)\), where \(\Phi\) is the standard normal distribution function.

Points on \(r=0\) are \((x,y)=t(-\sin\theta,\cos\theta)\), with \(\beta U=\tfrac12t^2(\omega\cos^2\theta-\kappa\sin^2\theta)\). If the bracket is positive, \(t\) is Gaussian, and \(\sqrt\kappa\,x\) has variance
\[
s^2=\frac{\kappa\sin^2\theta}{\omega\cos^2\theta-\kappa\sin^2\theta}
=\frac{0.25}{1.50-0.25}=0.20 .
\]
So \(q=\Phi(sz)\) with \(z\) standard normal, and \(\mu=1/2\) by symmetry. With two further independent standard normals \(\xi_1,\xi_2\), \(\langle q^2\rangle\) is the probability that \(\xi_1-sz\) and \(\xi_2-sz\) are both negative. Their correlation is \(c=s^2/(1+s^2)\). Scaled to unit variance, they are projections of an isotropic Gaussian vector in a plane on two directions at angle \(\arccos c\). Both are negative in a sector of angle \(\pi-\arccos c\), so
\[
\langle q^2\rangle=\frac{\pi-\arccos c}{2\pi}=\frac14+\frac{\arcsin c}{2\pi},
\qquad
\sigma_q^2=\frac{\arcsin(1/6)}{2\pi}=0.02665 .
\]

*Tilted coordinate.* Equation (4) gives
\[
\sigma_q^2=\frac{10(0.04926)-0.2500}{9}=0.0270\pm0.0014,
\]
with a bootstrap standard error, in agreement with theory. The standard deviation falls from the raw 0.222 to 0.164; the model value is 0.163. Shot noise, the average binomial variance \(\langle q(1-q)\rangle/n=[\mu(1-\mu)-\sigma_q^2]/n=(0.2500-0.0270)/10=0.0223\), supplied a little under half of the raw variance; it equals \(\mu(1-\mu)/n=0.0250\) only when \(\sigma_q^2=0\).

The corrected mean path probability is \(0.446\pm0.003\), against \(2(\tfrac14-\sigma_q^2)=0.447\) from theory. The naive estimate is 0.401, low by the factor 0.9 found in part (d).

*A shape, by assumption.* A Beta density with parameters \(a,b_\beta\) has variance \(\mu(1-\mu)/(a+b_\beta+1)\). Matching both moments gives \(a+b_\beta=0.2500/0.02696-1=8.27\), so \(a\approx b_\beta\approx4.14\). It places a fraction 0.609 of configurations in \(0.35<q<0.65\); the model value is 0.611. The raw bins \(k=4,5,6\) contain \((312+328+294)/2000=0.467\). The sampling errors of the two moments give the fitted fraction a standard error of about 0.015, or 2.5%; it is less sensitive than \(\sigma_q^2\) itself, whose relative error is 5%. A Beta density with the exact moments gives 0.612, so the form reproduces this one fraction for this single-peaked density; by part (e), the two moments cannot establish that form.

*Perfect coordinate.* At \(\theta=0\) every configuration has \(q=1/2\), yet the raw standard deviation is 0.156. Equation (4) gives
\[
\sigma_q^2=\frac{10(0.02448)-0.2500}{9}=-0.0006\pm0.0009 .
\]
A negative estimate is possible because (4) subtracts two sampled quantities. It is consistent with zero and should be reported with its error, without taking a square root. The entire visible width of this histogram is compatible with shot noise.

## Values computed for the example and the checks

```
double well barrier = 3.0 kT; A: x<=-1 l, B: x>=1 l
x=0.0 l: q=0.5000, 2q(1-q)=0.5000, p(TP|x) flux balance=0.5000
x=0.1 l: q=0.6243, 2q(1-q)=0.4691, p(TP|x) flux balance=0.4691
x=0.2 l: q=0.7348, 2q(1-q)=0.3897, p(TP|x) flux balance=0.3897
x=0.4 l: q=0.8866, 2q(1-q)=0.2011, p(TP|x) flux balance=0.2011
x=0.6 l: q=0.9568, 2q(1-q)=0.0827, p(TP|x) flux balance=0.0827
trajectory test: 4000 walkers, lattice spacing 0.1 l
x=0.0 l: counted p(TP|x)=0.517, 2q(1-q) on this lattice=0.500
x=0.2 l: counted p(TP|x)=0.406, 2q(1-q) on this lattice=0.390
x=0.4 l: counted p(TP|x)=0.207, 2q(1-q) on this lattice=0.202
ring, circulating flux 0.0: state 3 q=0.429, 2q(1-q)=0.490, p(TP)=0.490
ring, circulating flux 2.0: state 3 q=0.809, 2q(1-q)=0.309, p(TP)=0.718
persistent walk, flip/hop rate=0.02: middle q(left)=0.1429, q(right)=0.8571, p(TP|x)=0.7551
persistent walk, flip/hop rate=5.00: middle q(left)=0.4950, q(right)=0.5050, p(TP|x)=0.5000
density ripple 0.9: max change of P(k) with 10 shots < 1e-13: True; with 11 shots = 2.56e-05
saddle: kappa=1.0 l^-2, omega=2.0 l^-2, tilt=30 deg
committor at x=0.5 l: shots 0.6936, formula 0.6915
configurations = 2000, shots each = 10
tilted coordinate, counts k=0..10: 30 88 159 253 312 328 294 239 184 88 25
  mean=0.5002, raw variance=0.04926, raw sd=0.2219
  shot-noise term mu(1-mu)/n=0.02500
  corrected variance=0.02696 +- 0.00143, exact=0.02665
  expected counts: 27.5 87.7 168.1 247.7 305.7 326.8 305.7 247.7 168.1 87.7 27.5
  s^2=0.2000, corrected sd=0.1642, exact sd=0.1632
  mean p(TP|x): corrected=0.4461 +- 0.0029, naive=0.4015, exact=0.4467
  Beta model: a=4.14, b=4.14
  fraction with 0.35<q<0.65: raw=0.467, Beta=0.609, exact=0.611
  same fraction, Beta with exact moments=0.612
perfect coordinate, counts k=0..10: 3 17 88 217 407 513 408 249 75 19 4
  mean=0.5020, raw variance=0.02448, raw sd=0.1565
  shot-noise term mu(1-mu)/n=0.02500
  corrected variance=-0.00058 +- 0.00085, exact=0.00000
```
